# Wavelength of Transverse Wrinkles in a Long Stretched Sheet, part 2

A thin sheet of length $L$ along $x$ and width $W$ along $y$ is held at $x=0$ and $x=L$ and pulled along $x$ with uniform tension $T$ per unit width. A given excess width is taken up by wrinkles with small normal deflection $\zeta(x,y)$, which vanishes at the held ends and has period $W$ in $y$. The material is treated as inextensible across the sheet. Subscripts $x,y$ denote partial derivatives. SI units are used, except in tests with $L=T=1$.

The bending stiffness is $D$, and $\ell=\sqrt{D/T}\ll L$. The reduced energy is

$$
U=\frac12\int_0^W\!\!\int_0^L\left[D\,\zeta_{yy}^2+T\,\zeta_x^2\right]dx\,dy. \tag{7}
$$

The local excess fraction is the mean of $\tfrac12\zeta_y^2$ over $y$; its integral over the sheet is the total $S$. The compressive force across the sheet per unit length is $N$. For modes with wavenumbers $q_m=m\pi/L$ and $k_n=2\pi n/W$ ($m,n\ge1$),

$$
N_{mn}=\frac{Dk_n^4+Tq_m^2}{k_n^2}=Dk_n^2+\frac{Tq_m^2}{k_n^2}, \tag{16}
$$

$$
U\ge S\,\min_{m,n}N_{mn}. \tag{17}
$$

At fixed $S$ and continuous $k$, the minimizer is $\zeta=A\sin qx\cos ky$, with $q=\pi/L$, $k^4=Tq^2/D$ and wavelength

$$
\lambda=2\sqrt{\pi}\left(\frac{D}{T}\right)^{1/4}L^{1/2}. \tag{1}
$$

This value is called $\lambda_0=2\sqrt{\pi\ell L}$ below; $\lambda$ then denotes corrected wavelengths. The least compression is

$$
N_{\min}=2\sqrt{DT}\,q=\frac{2\pi\sqrt{DT}}{L}=2\pi T\frac{\ell}{L}. \tag{21}
$$

For finite $W$, with $r=k_n/k_*=n\lambda_0/W$, where $k_*=2\pi/\lambda_0$,

$$
\frac{N(k_n)}{N_{\min}}=\frac12\left(r^2+\frac1{r^2}\right). \tag{24}
$$

Here $n$ and $n+1$ waves are equally favourable when, with $\lambda$ from (1),

$$
\frac W\lambda=\sqrt{n(n+1)}. \tag{25}
$$

The minimizer has local excess fraction $\varepsilon\sin^2qx$, with mean $\varepsilon/2$ over the sheet, and amplitude

$$
A=\frac{2\sqrt\varepsilon}{k}=\frac{\lambda\sqrt\varepsilon}{\pi}. \tag{27}
$$

For Young's modulus $E$, thickness $h$ and imposed stretching strain $\gamma$, $T=Eh\gamma$. The displacement along $x$ is $u=\gamma x+u_1$, with $u_1=0$ at the held ends. With $e_1=u_{1,x}+\tfrac12\zeta_x^2$, the stretching energy per unit area is

$$
\tfrac12Eh(\gamma+e_1)^2=\tfrac12Eh\gamma^2+Eh\gamma\,e_1+\tfrac12Eh\,e_1^2. \tag{5}
$$

The last term was dropped in (7).

### Other envelopes with a single wavelength

Let the local excess fraction be a prescribed function $s(x)^2$, with $s\ge0$ and $s(0)=s(L)=0$. Suppose that one wavelength extends over the entire sheet. The deflection

$$
\zeta=\frac{2s(x)}k\cos ky \tag{28}
$$

has the required excess, because the mean of $\tfrac12\zeta_y^2$ is $\tfrac12\cdot4s^2\cdot\tfrac12=s^2$. Inserting it in (7), with $\zeta_{yy}^2=4k^2s^2\cos^2ky$ and $\zeta_x^2=(4s'^2/k^2)\cos^2ky$, gives

$$
\frac UW=Dk^2\int_0^Ls^2\,dx+\frac T{k^2}\int_0^Ls'^2\,dx. \tag{29}
$$

In each term the factors $\tfrac12$, $4$ and $\tfrac12$ multiply to one. Setting the derivative with respect to $k$ equal to zero yields

$$
k^4=\frac TD\,Q^2,\qquad
Q^2=\frac{\int_0^Ls'^2dx}{\int_0^Ls^2dx},\qquad
\frac{\lambda}{\lambda_0}=\sqrt{\frac qQ}. \tag{30}
$$

To compare $Q$ with $q$, expand $s=\sum_mc_m\sin mqx$. Then

$$
Q^2=q^2\,\frac{\sum_mm^2c_m^2}{\sum_mc_m^2}\ge q^2. \tag{31}
$$

Equality requires $c_m=0$ for $m>1$. Within this family of states the sine envelope therefore has the longest wavelength.

For the parabola $s\propto x(L-x)$, the two integrals are $\int_0^L(L-2x)^2dx=L^3/3$ and $\int_0^Lx^2(L-x)^2dx=L^5/30$. Hence $Q^2=10/L^2$, compared with $q^2=\pi^2/L^2$, and

$$
\frac\lambda{\lambda_0}=\left(\frac{\pi^2}{10}\right)^{1/4}=0.9967. \tag{32}
$$

A plateau behaves differently. Let $s$ rise linearly from zero to a constant over a length $\rho L$ at one end, and fall in the same way at the other. If the constant is one, $\int s'^2dx=2/(\rho L)$. The flat part contributes $L(1-2\rho)$ to $\int s^2dx$, and the two ramps contribute $2\rho L/3$. Therefore

$$
Q^2=\frac{2}{\rho L^2\left(1-4\rho/3\right)}. \tag{33}
$$

For $\rho=0.1$ this gives $\lambda/\lambda_0=0.8087$. As $\rho$ tends to zero, $Q$ grows without limit and the selected single wavelength tends to zero. The steep ramps make the tension energy large, and a short wavelength reduces the amplitude that must be brought to zero there.

The rule (30) was tested for all three envelopes by summing the energy of the deflection on a grid and minimizing it over $k$. For the parabola and the plateau, the single wavelength is an assumption. The lower bound (17) does not show that it is the best state when the distribution is imposed locally. A wavelength that changes along $x$ might have less energy.

### Full bending energy with hinged ends

The small-slope bending energy of a plate with Poisson ratio $\nu$ is

$$
U_B=\frac D2\iint\left[(\zeta_{xx}+\zeta_{yy})^2-2(1-\nu)\left(\zeta_{xx}\zeta_{yy}-\zeta_{xy}^2\right)\right]dx\,dy. \tag{34}
$$

The last bracket is a sum of derivatives,

$$
\zeta_{xx}\zeta_{yy}-\zeta_{xy}^2
=\partial_x(\zeta_x\zeta_{yy})-\partial_y(\zeta_x\zeta_{xy}), \tag{35}
$$

because the terms $\zeta_x\zeta_{xyy}$ cancel. The first derivative integrates to values at the held ends, where $\zeta=0$ for every $y$ and hence $\zeta_{yy}=0$. The second integrates to zero by periodicity. Only the squared sum of the curvatures remains.

At a hinged end the bending moment, proportional to $\zeta_{xx}+\nu\zeta_{yy}$, must vanish. Since $\zeta_{yy}=0$ there, this means $\zeta_{xx}=0$, which the sine satisfies. For $\sin qx\cos ky$ the sum of the curvatures is $-(q^2+k^2)\zeta$, and (16) is replaced by

$$
N(k)=\frac{D(k^2+q^2)^2+Tq^2}{k^2}
=Dk^2+2Dq^2+\frac{q^2(T+Dq^2)}{k^2}. \tag{36}
$$

The middle term does not depend on $k$ and has no influence on the selection. Setting the derivative to zero gives $k^4=q^2(T/D+q^2)$. Dividing by the earlier value $q^2T/D$ gives the factor $1+q^2\ell^2$, so that

$$
\lambda=\lambda_0\left(1+\frac{\pi^2\ell^2}{L^2}\right)^{-1/4}. \tag{37}
$$

The correction is of second order in $\ell/L$. In the opposite limit, $\ell\gg L$, the factor tends to $\sqrt{L/(\pi\ell)}$ and $\lambda$ tends to $2L$. The sheet then buckles as a plate without appreciable tension, and (1) no longer applies. At $\ell/L=0.05$, a numerical minimization of the plate energy gave $\lambda/\lambda_0=0.99392$, in agreement with (37) to the digits shown.

### Clamped ends

A clamp also imposes $\zeta_x=0$. The sine does not meet this condition, and a thin boundary layer forms at each end. For $\zeta=X(x)\cos ky$, the squared sum of curvatures leads to the integral of $(X''-k^2X)^2$. The cross term is $-2k^2\int XX''dx=2k^2\int X'^2dx$, since $X$ vanishes at the ends. Hence

$$
N(k)=Dk^2+\frac{\mu(k)}{k^2},\qquad
\mu=\min_X\frac{\int\left[DX''^2+T'X'^2\right]dx}{\int X^2dx}, \tag{38}
$$

where $T'=T+2Dk^2$. The function that gives the minimum obeys

$$
DX''''-T'X''=\mu X. \tag{39}
$$

It has oscillating solutions with wavenumber $p$ and exponential solutions with decay rate $\kappa$. Substitution gives $\mu=Dp^4+T'p^2$ and $\mu=D\kappa^4-T'\kappa^2$. Subtracting these and dividing by $D(\kappa^2+p^2)$ leaves $\kappa^2-p^2=T'/D$. For a thin layer, $1/\kappa$ is therefore close to $\ell'=\sqrt{D/T'}$.

Near $x=0$ take $X=\sin(px+\varphi)+Be^{-\kappa x}$. The contribution from the distant end is exponentially small. The conditions $X(0)=0$ and $X'(0)=0$ read

$$
\sin\varphi+B=0,\qquad p\cos\varphi-\kappa B=0, \tag{40}
$$

and together they give $\tan\varphi=-p/\kappa$. The oscillating part thus vanishes at $x=-\varphi/p\simeq1/\kappa\simeq\ell'$ instead of at the clamp. The same shift occurs at the other end, so half a wave must fit into $L-2\ell'$:

$$
p\simeq\frac{\pi}{L-2\ell'},\qquad
\mu\simeq T'q^2\left(1+\frac{4\ell'}L\right). \tag{41}
$$

Near the selected wavenumber $k^2\simeq q/\ell$, so $2Dk^2/T\simeq2q\ell$ is itself of first order in $\ell/L$. Replacing $\ell'$ by $\ell$ in the small correction therefore changes only second-order terms. To first order,

$$
\mu\simeq Tq^2\left(1+\frac{4\ell}L\right)+2Dk^2q^2. \tag{42}
$$

After division by $k^2$ the last term is a constant and does not affect the selection. The remaining terms give

$$
k^4\simeq\frac{Tq^2}{D}\left(1+\frac{4\ell}{L}\right),\qquad
\lambda\simeq\lambda_0\left(1-\frac{\ell}{L}\right). \tag{43}
$$

The clamps shorten the effective length by $2\ell$, and the wavelength varies as the square root of that length. A numerical treatment of the clamped plate gave $\lambda/\lambda_0=0.97879$ at $\ell/L=0.02$ and $0.98970$ at $\ell/L=0.01$. The first-order values are $0.98000$ and $0.99000$. The difference falls by a factor of about four when $\ell/L$ is halved, as expected for a second-order remainder.

### An elastic sheet

For a homogeneous sheet, let $z$ be the distance from the middle surface. Curvature across the sheet produces the strain $-z\zeta_{yy}$. Contraction along $x$ is prevented in this bending, so the relevant modulus is $E/(1-\nu^2)$. The integral of $z^2$ through the thickness is $h^3/12$, and therefore

$$
D=\frac{Eh^3}{12(1-\nu^2)},\qquad T=Eh\gamma,\qquad
\frac DT=\frac{h^2}{12(1-\nu^2)\gamma}. \tag{44}
$$

With $12^{1/4}=\sqrt2\,3^{1/4}$, equation (1) becomes

$$
\lambda_0=\frac{2\sqrt{\pi Lh}}{[12(1-\nu^2)\gamma]^{1/4}}
=\frac{\sqrt{2\pi Lh}}{[3(1-\nu^2)\gamma]^{1/4}}. \tag{45}
$$

Young's modulus cancels because it multiplies both stiffness and tension. Stronger stretching shortens the wavelength slowly, as $\gamma^{-1/4}$. This form requires a linear elastic response; if $T$ is measured directly, (1) does not need the relation $T=Eh\gamma$.

### A worked example

Take $E=1.0$ GPa, $\nu=0.30$, $h=20\ \mu$m, $L=250$ mm, $W=100$ mm and $\gamma=0.020$. Let the excess fraction at mid-length be $\varepsilon=0.0010$. These are round model parameters, and $\varepsilon$ is chosen independently of $\gamma$. It is not an estimate of the excess that clamping would produce in this sheet; that excess is not computed here. Equation (44) gives

$$
D=\frac{(1.0\times10^9)(20\times10^{-6})^3}{12(1-0.30^2)}\ \text{N m}
=7.326\times10^{-7}\ \text{N m}, \tag{46}
$$

$$
T=(1.0\times10^9)(20\times10^{-6})(0.020)\ \text{N/m}=400\ \text{N/m}. \tag{47}
$$

Then $\ell=\sqrt{D/T}=0.0428$ mm and $\ell/L=1.71\times10^{-4}$. The wavelength is

$$
\lambda_0=2\sqrt{\pi(0.0428\ \text{mm})(250\ \text{mm})}=11.6\ \text{mm}, \tag{48}
$$

which is $0.046$ of the length. From (27), the amplitude is $A=(11.6\ \text{mm})\sqrt{0.0010}/\pi=0.117$ mm. The largest slope across the sheet is $kA=2\sqrt\varepsilon=0.063$. Evaluating the arc length without the small-slope approximation gives an excess fraction of $0.0009993$, so that approximation is sufficient here.

The ratio $W/\lambda_0=8.62$ exceeds $\sqrt{8\cdot9}=8.49$. By (25), nine waves are therefore preferred to eight under the periodic condition. The values of $N/N_{\min}$ for eight, nine and ten waves are $1.011$, $1.004$ and $1.044$. With nine waves the wavelength is $100/9=11.1$ mm. This adjustment to the width is much larger than the boundary-layer correction (43), whose relative size is about $\ell/L$. Both belong to the periodic model with a uniform transverse force. In a real clamped sheet of these proportions the transverse force is tensile near the clamps and weakens towards the free edges, so the number of waves and the wavelength can depart from these values by far more than $\ell/L$. The grid diagonalization for these parameters also selected nine waves.

For the continuous optimum, the compression is

$$
N_{\min}=2\pi(400\ \text{N/m})(1.71\times10^{-4})=0.430\ \text{N/m}. \tag{49}
$$

The mean energy per unit area is $N_{\min}\varepsilon/2=2.15\times10^{-4}$ J/m$^2$. Bending and tension each contribute $1.08\times10^{-4}$ J/m$^2$.

### Strains neglected in the plane

Two assumptions can now be checked. The first is inextensibility across the sheet. The force $N_{\min}$ compresses the material by the strain $N_{\min}/(Eh)=2.2\times10^{-5}$, about two per cent of the excess fraction $\varepsilon$. If the available excess were comparable with this strain, a considerable part could be taken up by compression in the plane, and (27) would overestimate the amplitude. Within the model, where the transverse force is uniform, the selected wavelength would not change, because it does not depend on how much excess width the wrinkles take up. Near the onset of wrinkling in a clamped sheet the force is not uniform, and (1) is then only an estimate.

The second is that wrinkling leaves the tension unchanged. The deflection produces a shear strain $\zeta_x\zeta_y$ as well as the strain $\tfrac12\zeta_x^2$. Let $v$ be the displacement along $y$. To remove the part of $\tfrac12\zeta_y^2$ that oscillates in $y$, choose

$$
v=\frac{A^2k}{8}\sin^2qx\,\sin2ky. \tag{50}
$$

The wrinkle shear is then

$$
v_x+\zeta_x\zeta_y=\left(\frac18-\frac14\right)A^2kq\,\sin2qx\,\sin2ky. \tag{51}
$$

The displacement

$$
u_1=-\frac{A^2q}{16}\sin2qx\,\cos2ky \tag{52}
$$

cancels it, since $u_{1,y}=\tfrac18A^2kq\sin2qx\sin2ky$, and it vanishes at the held ends. Its strain along $x$ has the greatest magnitude $A^2q^2/8$, while $\tfrac12\zeta_x^2$ reaches $A^2q^2/2$. The additional strain is therefore at most $\tfrac58A^2q^2$ in magnitude. In the example $\tfrac12A^2q^2=1.1\times10^{-6}$, which is far below $\gamma=0.020$. For the part of the strain that oscillates in $y$, dropping the last term of (5) is justified.

The part of the excess width that is uniform in $y$ corresponds to the overall narrowing of the sheet. Its planar strain and energy belong to the prescribed state, and they are not covered by the bound above. With $y$ measured from the centre line, the narrowing $v=-\varepsilon y\sin^2qx$ has its shear cancelled by $u_1=\tfrac12\varepsilon qy^2\sin2qx$, whose strain $\varepsilon q^2y^2\cos2qx$ reaches $4\times10^{-4}$ at the edges of the example. This is two per cent of $\gamma$, but the associated energy, up to about $10^{-4}$ J/m$^2$, is not negligible beside that of the wrinkles. It does not depend on $k$, so it leaves the wavelength unchanged when the distribution is imposed, but it takes part in deciding which distribution occurs. A calculation that predicts the excess width, its distribution along $x$ or the threshold must include them. The values quoted here are collected in the numerical output that follows.

## Numbers as computed

```
TESTS IN UNITS L = T = 1
grid test: D = 1.0e-04, width = 1.7725
grid test: waves across width = 5
grid test: least N = 0.06280, formula = 0.06283
hinged ends, ell/L = 0.05: wavelength/formula = 0.99392
hinged correction factor predicted = 0.99392
clamped ends, ell/L = 0.02: wavelength/formula = 0.97879, first order = 0.98000
clamped ends, ell/L = 0.01: wavelength/formula = 0.98970, first order = 0.99000
plateau envelope: ramp length at each end / L = 0.1
sine envelope: wavelength/formula = 1.0000
parabola envelope: wavelength/formula = 0.9967
plateau envelope: wavelength/formula = 0.8087
WORKED EXAMPLE
Young's modulus E = 1.0 GPa
Poisson ratio nu = 0.30
thickness h = 20.0 micrometre
length L = 250.0 mm
width W = 100.0 mm
stretching strain gamma = 0.020
excess width fraction at mid-length = 0.0010
bending stiffness D = 7.3260e-07 N m
tension T = 400.00 N/m
length ell = sqrt(D/T) = 0.04280 mm
ell/L = 1.712e-04
wavenumber k = 541.88 1/m
wavelength = 11.595 mm
wavelength/L = 0.0464
amplitude A = 0.1167 mm
excess fraction from exact arc length = 0.0009993
least compression N_min = 0.4302 N/m
mean bending energy = 1.0754e-04 J/m^2
mean tension energy = 1.0756e-04 J/m^2
W/wavelength = 8.624
preferred integer number of waves = 9
wavelength for that integer = 11.111 mm
N/N_min for 8 waves = 1.01131
N/N_min for 9 waves = 1.00364
N/N_min for 10 waves = 1.04413
transverse material strain N_min/(E h) = 2.151e-05
largest wrinkle strain along x = 1.076e-06
```
